# How a 5 nm grating shift becomes a moire-fringe displacement: a numerical check

```python
# Result under test: when an upper grating (period p_u) moves by d over a fixed
# lower grating (period p_l), the moire fringes move by X = -d*p_l/(p_u-p_l).
# All lengths are in nm at the target plane; positive means toward +x.
# Test 1 finds the brightest point of a blurred product of rounded lines.
# Test 2 images two thin gratings with a scalar wave, spacer and finite aperture.
import numpy as np
from scipy.optimize import brentq

p_u, p_l, d = 1100.0, 1000.0, 5.0
wavelength, spacer, index, aperture = 633.0, 300.0, 1.46, 0.20
tilt = 1.0e-3
period_error = 1.0


def fringe_move(upper_period, lower_period, upper_move, lower_move=0.0):
    """Derived formula, for moves of either or both gratings."""
    return ((lower_move * upper_period - upper_move * lower_period)
            / (upper_period - lower_period))


def blurred_peak(upper_period, lower_period, upper_move=0.0, lower_move=0.0):
    """Brightest point near x=0 of the product after a Gaussian blur."""
    y = np.arange(-15000.0, 15000.0, 10.0)
    upper = np.exp(2 * np.cos(2 * np.pi * (y - upper_move) / upper_period))
    lower = np.exp(2 * np.cos(2 * np.pi * (y - lower_move) / lower_period))
    blur = 1200.0

    def slope(x):
        u = (y - x) / blur
        return np.sum(u * np.exp(-u**2 / 2) * upper * lower)

    return brentq(slope, -2000.0, 2000.0, xtol=1e-9)


def peak_move(upper_period, lower_period, upper_move=0.0, lower_move=0.0):
    return (blurred_peak(upper_period, lower_period, upper_move, lower_move)
            - blurred_peak(upper_period, lower_period))


moire_period = p_u * p_l / (p_u - p_l)
X = fringe_move(p_u, p_l, d)
X_peak = peak_move(p_u, p_l, d)
X_lower = peak_move(p_u, p_l, 0.0, d)
X_both = peak_move(p_u, p_l, d, d)
X_swapped = peak_move(p_l, p_u, d)
X_wrong_period = peak_move(p_u + period_error, p_l, d)
assert abs(X_peak - X) < 0.01
assert abs(X_lower - fringe_move(p_u, p_l, 0.0, d)) < 0.01
assert abs(X_both - d) < 0.01
assert abs(X_swapped - fringe_move(p_l, p_u, d)) < 0.01
assert abs(X_wrong_period - fringe_move(p_u + period_error, p_l, d)) < 0.01


def image_beat(upper_move, angle, gap):
    """Relative Fourier amplitude of the image at the moire period."""
    count = int(round(moire_period))       # one sample per nm
    x = np.arange(count) + 0.5
    opening = ((x - upper_move) % p_u) < p_u / 2
    transmit = np.where(opening, 1.0, 0.5)
    upper_reflect = np.where(opening, 0.0, 0.4)
    lower_reflect = np.where((x % p_l) < p_l / 2, 1.0, 0.4)
    frequency = np.fft.fftfreq(count, 1.0) + np.sin(angle) / wavelength
    kz = 2 * np.pi * np.sqrt((index / wavelength)**2 - frequency**2 + 0j)
    cross = np.exp(1j * kz * gap)
    up = np.zeros(count, dtype=complex)
    for _ in range(45):                    # repeated reflections in the spacer
        down = transmit + upper_reflect * up
        at_lower = np.fft.ifft(cross * np.fft.fft(down))
        up = np.fft.ifft(cross * np.fft.fft(at_lower * lower_reflect))
    leaving = transmit * up + upper_reflect
    pupil = np.abs(frequency) < aperture / wavelength
    image = np.abs(np.fft.ifft(pupil * np.fft.fft(leaving)))**2
    spectrum = np.fft.fft(image)
    return spectrum[1] / spectrum[0]


def image_move(before, after):
    return -np.angle(after / before) * moire_period / (2 * np.pi)


beat_start = image_beat(0.0, 0.0, spacer)
beat_moved = image_beat(d, 0.0, spacer)
beat_tilted = image_beat(0.0, tilt, spacer)
beat_tilted_moved = image_beat(d, tilt, spacer)
contrast = 2 * abs(beat_start)
X_wave = image_move(beat_start, beat_moved)
X_wave_tilted = image_move(beat_tilted, beat_tilted_moved)
tilt_offset = image_move(beat_start, beat_tilted)
double_offset = image_move(beat_start, image_beat(0.0, 2 * tilt, spacer))
no_gap_offset = image_move(image_beat(0.0, 0.0, 0.0),
                           image_beat(0.0, tilt, 0.0))
assert contrast > 0.02
assert abs(X_wave - X) < 0.01
assert abs(X_wave_tilted - X) < 0.01
assert abs(double_offset - 2 * tilt_offset) < 0.02 * abs(double_offset)
assert abs(no_gap_offset) < 1e-6 < abs(tilt_offset)
assert wavelength / p_u > aperture and wavelength / p_l > aperture
assert wavelength / moire_period < aperture

print(f"upper period: {p_u:.0f} nm")
print(f"lower period: {p_l:.0f} nm")
print(f"upper grating move: {d:+.1f} nm")
print(f"moire period: {moire_period:.0f} nm")
print(f"upper periods in one moire period: {moire_period/p_u:.1f}")
print(f"lower periods in one moire period: {moire_period/p_l:.1f}")
print(f"signed magnification, upper move: {X/d:+.2f}")
print(f"fringe move, formula: {X:+.3f} nm")
print(f"fringe move, blurred peak: {X_peak:+.3f} nm")
print(f"fringe move, wave image: {X_wave:+.3f} nm")
print(f"phase change, size: {360*d/p_u:.3f} degrees")
print(f"fringe move if only lower moves {d:.0f} nm: {X_lower:+.3f} nm")
print(f"fringe move if both move {d:.0f} nm: {X_both:+.3f} nm")
print(f"fringe move, swapped periods: {X_swapped:+.3f} nm")
print(f"change of separation, two targets: {X_swapped-X_peak:+.3f} nm")
print(f"unambiguous upper move: +/- {p_u/2:.0f} nm")
print(f"wavelength: {wavelength:.0f} nm")
print(f"spacer thickness: {spacer:.0f} nm")
print(f"spacer index: {index:.2f}")
print(f"objective numerical aperture: {aperture:.2f}")
print(f"sine of upper first-order angle: {wavelength/p_u:.3f}")
print(f"sine of lower first-order angle: {wavelength/p_l:.3f}")
print(f"sine of moire-order angle: {wavelength/moire_period:.4f}")
print(f"fundamental fringe contrast, wave image: {contrast:.3f}")
print(f"assumed upper period error: {period_error:+.1f} nm")
print(f"fringe move with period error: {X_wrong_period:+.3f} nm")
print(f"overlay read with nominal factor: {X_wrong_period/(X/d):+.4f} nm")
print(f"assumed illumination tilt change: {1e3*tilt:.1f} mrad")
print(f"fringe offset from tilt, size: {abs(tilt_offset):.3f} nm")
print(f"false overlay from tilt, size: {abs(tilt_offset/(X/d)):.4f} nm")
print(f"fringe move at constant tilt: {X_wave_tilted:+.3f} nm")
print(f"tilt offset without spacer, size: {abs(no_gap_offset):.1e} nm")
print("no test failed")
```

Printed output:

```
upper period: 1100 nm
lower period: 1000 nm
upper grating move: +5.0 nm
moire period: 11000 nm
upper periods in one moire period: 10.0
lower periods in one moire period: 11.0
signed magnification, upper move: -10.00
fringe move, formula: -50.000 nm
fringe move, blurred peak: -50.000 nm
fringe move, wave image: -50.000 nm
phase change, size: 1.636 degrees
fringe move if only lower moves 5 nm: +55.000 nm
fringe move if both move 5 nm: +5.000 nm
fringe move, swapped periods: +55.000 nm
change of separation, two targets: +104.999 nm
unambiguous upper move: +/- 550 nm
wavelength: 633 nm
spacer thickness: 300 nm
spacer index: 1.46
objective numerical aperture: 0.20
sine of upper first-order angle: 0.575
sine of lower first-order angle: 0.633
sine of moire-order angle: 0.0575
fundamental fringe contrast, wave image: 0.701
assumed upper period error: +1.0 nm
fringe move with period error: -49.505 nm
overlay read with nominal factor: +4.9505 nm
assumed illumination tilt change: 1.0 mrad
fringe offset from tilt, size: 0.378 nm
false overlay from tilt, size: 0.0378 nm
fringe move at constant tilt: -50.000 nm
tilt offset without spacer, size: 0.0e+00 nm
no test failed
```
